Charge, spin, orbital and spin-orbit tensor moments, and the branching ratio

## Result

Consider the electrons in one atomic shell of orbital quantum number l ≥ 1 and spin s = 1/2. Angular momenta are measured in units of ħ. With the normalization given below, four low-rank tensor moments of the shell's density matrix are

w000 = n
w011 = 2⟨S⟩
w101 = ⟨L⟩/l
w110 = 2⟨Σ l·s⟩/l.

Here n is the number of electrons in the shell, S and L are its total spin and orbital angular momentum, and Σ l·s is summed over its electrons. The second and third moments are vectors.

Let a dipole transition take an electron from a full core shell c = l−1 into this shell, with l ≥ 2. Let I₊ and I₋ be the intensities of the edges whose core hole has j = c+1/2 and j = c−1/2. Suppose that the spectrum is averaged over polarization, that the two core levels do not mix and have the same radial dipole integral, and that the photon-energy factor has been divided out of the intensities. Then

B = I₊/(I₊+I₋) = l/(2l−1) − [(l−1)/(2l−1)] w110/n_h,

where n_h = 4l+2−n > 0 is the number of holes. The branching ratio therefore measures the spin-orbit moment per hole.

## The density matrix and what the moments mean

Label a spin-orbital by a = (m,σ), and let a†_a and a_a create and remove an electron in it. Define

ρ_ab = ⟨a†_b a_a⟩.

With this order of indices, a one-electron operator O = Σ O_ba a†_b a_a has the expectation value

⟨O⟩ = Σ O_ba ρ_ab = Tr(ρO).

The state may be correlated: ρ need not come from a single determinant. In a DFT+U calculation, ρ is the local occupation matrix, and the moments then depend on the chosen local orbitals.

The names of the moments need some care:

- w000 is an occupation. The charge is −e w000, with e the elementary charge.
- w011 gives the spin magnetic moment −μ_B w011, for a spin g-factor of 2.
- w101 gives the orbital magnetic moment −μ_B l w101. The factor l must be restored.
- w110 is dimensionless. For the one-electron coupling ζ Σ l·s, the energy is ζ l w110/2.

The last moment is a sum of products taken electron by electron. It is not the product ⟨L⟩·⟨S⟩, and it can be nonzero when both vectors vanish. Time reversal changes the sign of l and of s, so it reverses w011 and w101 but leaves w110 unchanged.

## Unit tensors of rank zero and one

Write a 3j symbol as (j₁ j₂ j₃; m₁ m₂ m₃). The orbital unit tensor of rank k and component x is

⟨m'|U^k_x|m⟩ = (−1)^(l−m') (l k l; −m' x m)/(l k l; −l 0 l).

The spin tensor V^p_y has the same form with l replaced by s. The denominator makes the x = 0 element equal to 1 in the stretched state m = m' = l.

For k = 0 we need the symbol with one zero angular momentum,

(j j 0; a −a 0) = (−1)^(j−a)/√(2j+1).

Moving the zero to the middle column multiplies the symbol by (−1)^(2j). This factor is common to numerator and denominator. For m' = m the numerator has a = −m, so its total phase is (−1)^(l−m)(−1)^(l+m) = (−1)^(2l). The denominator has a = −l and the same phase (−1)^(2l). The square roots cancel as well, and

U⁰ = 1, V⁰ = 1.

For k = 1, the Wigner–Eckart theorem says that all vector operators within one l shell have the same dependence on m, m' and x. Hence U¹ is proportional to l. In the stretched state U¹_0 gives 1 while l_z gives l, which fixes the factor:

U¹_x = l_x/l, V¹_y = s_y/s = 2s_y.

The symbol l in the denominator is the quantum number. The spherical components are

l_0 = l_z, l_{±1} = ∓(l_x ± i l_y)/√2 (Cartesian components on the right),

and likewise for spin.

## Coupling the two tensors

First form w^{kp}_{xy} = Tr(ρ U^k_x V^p_y). For even k+p+r, which covers all four moments here, define the coupled moment by

w^{kpr}_t = (−1)^t Σ_xy (k r p; −x t −y) w^{kp}_{xy}/(k r p; 0 0 0).

The 3j symbol requires x+y = t. A convention with the phase (−1)^(k−x+p−y) in place of (−1)^t differs by the factor (−1)^(k+p). It reverses w011 and w101 and leaves w000 and w110 as they are.

**Occupation.** For k = p = r = 0 both symbols equal 1, so w000 = Tr ρ = n.

**Spin.** For k = 0 and p = r = 1, only x = 0 and y = t contribute. The symbols are

(0 1 1; 0 t −t) = (−1)^(1−t)/√3,
(0 1 1; 0 0 0) = −1/√3.

Their ratio is (−1)^t. It cancels the prefactor (−1)^t, and therefore

w011_t = Tr(ρ V¹_t) = 2⟨S_t⟩.

**Orbital moment.** For k = r = 1 and p = 0, only x = t and y = 0 contribute:

(1 1 0; −t t 0) = (−1)^(1+t)/√3.

Division by −1/√3 again gives (−1)^t, so

w101_t = Tr(ρ U¹_t) = ⟨L_t⟩/l.

These hold for each component t, and hence for the Cartesian vectors.

**Spin-orbit moment.** For k = p = 1 and r = 0 we have t = 0 and y = −x. The symbol is

(1 0 1; −x 0 x) = (−1)^(1+x)/√3,

and its ratio to the x = 0 value is (−1)^x. Thus

w110 = (1/ls) Σ_x (−1)^x Tr(ρ l_x s_{−x}).

Use l_{+1} = −l_+/√2 and s_{−1} = s_−/√2, where l_± and s_± are the usual ladder operators. The three terms are

x = 0: l_z s_z
x = 1: −l_{+1}s_{−1} = l_+s_−/2
x = −1: −l_{−1}s_{+1} = l_−s_+/2.

Their sum is l·s. Since s = 1/2,

w110 = ⟨Σ l·s⟩/(ls) = 2⟨Σ l·s⟩/l.

## The same moment as a difference of populations

For total one-electron angular momentum j,

l·s = [j(j+1) − l(l+1) − 3/4]/2.

At j = l+1/2, j(j+1) = l²+2l+3/4, so l·s = l/2. At j = l−1/2, j(j+1) = l²−1/4, so l·s = −(l+1)/2. If n₊ and n₋ are the populations of these two subshells, multiplication by 2/l gives

w110 = n₊ − [(l+1)/l] n₋.

The subshells hold 2l+2 and 2l electrons. A full shell consequently has

w110 = 2l+2 − [(l+1)/l]·2l = 0.

The hole density matrix is 1−ρ. Because the full shell contributes nothing, the holes carry the moment −w110. This is the origin of the minus sign in the branching rule.

## From an absorption edge to the density matrix

Let D_i be the matrix of the unit-vector component n_i, with i = x, y, z, from the core shell to the valence shell. It acts as the identity on spin. We take the same radial integral for both core levels and measure intensities in units of its square. The intensity is a sum of squared dipole matrix elements. An absorption cross section contains a further factor of the photon energy, which must be divided out before the rule is applied.

Start from a valence state |g⟩ and a full core. Light of polarization i removes a core electron in state μ and creates the valence combination Σ_v ⟨v|D_i|μ⟩ a†_v. When the core levels do not mix, the final states of one edge form a complete set with a hole in one j level. The sum over final states is then a squared norm. Holes in different μ are orthogonal, so

I_j = Σ_i Σ_{μ in j} ‖Σ_v ⟨v|D_i|μ⟩ a†_v|g⟩‖².

Expanding the norm produces

⟨a_{v'} a†_v⟩ = δ_{v'v} − ⟨a†_v a_{v'}⟩ = δ_{v'v} − ρ_{v'v}.

If P_j projects on the core level j, this gives

I_j = Tr[T_j(1−ρ)], T_j = Σ_i D_i P_j D_i†.

Interactions among the valence electrons may spread each edge into many lines without changing this integral. For a mixed initial state, the formula holds for each component and therefore for the average.

The projectors follow from the eigenvalues c/2 and −(c+1)/2 of l_c·s, where l_c is the core orbital angular momentum:

P₊ = (c+1+2 l_c·s)/(2c+1)
P₋ = (c−2 l_c·s)/(2c+1).

Inserting the eigenvalues gives 1 for the selected level and 0 for the other.

## The two dipole sums

The sum Σ_i D_i D_i† is invariant under orbital rotations, so it is a constant A times the identity. The part of cosθ Y_lm that lies in the shell l−1 has squared amplitude

(l²−m²)/[(2l−1)(2l+1)].

Using Σ_m m² = l(l+1)(2l+1)/3, its sum over m is

[l²(2l+1) − l(l+1)(2l+1)/3]/[(2l−1)(2l+1)] = l/3.

The three directions have equal traces and together give l. Division by the 2l+1 orbital states yields

A = l/(2l+1).

For the second sum, attach to each direction i a unit vector |i⟩ and form

|Ψ_m⟩ = Σ_i |i⟩ D_i†|lm⟩.

The three vectors |i⟩ carry angular momentum 1, which we call t. Since Σ_i |i⟩n_i is a rotational scalar, |Ψ_m⟩ has total angular momentum l and projection m. It is built from c and 1, and its squared norm is A. The projection theorem therefore gives

Σ_i D_i l_c D_i† = A g l, g = ⟨l_c·l⟩/[l(l+1)].

In the composite state l = l_c+t, so t² = (l−l_c)², and

l_c·l = [l(l+1) + c(c+1) − 2]/2.

For c = l−1 we have c(c+1) = l²−l. The right side becomes (2l²−2)/2 = l²−1, and

g = (l²−1)/[l(l+1)] = (l−1)/l.

## The branching ratio

Spin passes through the dipole matrices unchanged. With c+1 = l and 2c+1 = 2l−1, the two valence operators are

T₊ = [A/(2l−1)] [l + 2(l−1) l·s/l]
T₋ = [A/(2l−1)] [l−1 − 2(l−1) l·s/l].

The required traces over the holes are

Tr(1−ρ) = n_h
Tr[(1−ρ) l·s] = −⟨Σ l·s⟩ = −l w110/2.

Hence

I₊ = [A/(2l−1)] [l n_h − (l−1)w110]
I₋ = [A(l−1)/(2l−1)] [n_h + w110].

In the sum the terms in w110 cancel, and l+(l−1) = 2l−1 leaves I₊+I₋ = A n_h. Dividing I₊ by this total gives the stated rule. For d and f shells it reads

d: B = 2/3 − w110/(3n_h)
f: B = 3/5 − 2w110/(5n_h).

The first terms are the statistical values, proportional to the numbers of states in the two core levels. Solving the general rule for the moment gives

w110 = n_h[l−(2l−1)B]/(l−1).

A value for w110 therefore needs the hole count as well as B. For l = 1 the core is an s shell with one level, and B carries no information.

Two limits show how the rule works. If j = l−1/2 is full and j = l+1/2 is empty, then w110 = −2(l+1) and n_h = 2l+2, so w110/n_h = −1 and B = 1. The lower core level has j = l−3/2. A transition from it to the holes would change j by 2, which a dipole transition cannot do. For six f electrons the values are w110 = −8 and B = 1.

If instead j = l+1/2 is full and j = l−1/2 is empty, then w110/n_h = (l+1)/l and

B = [l − (l²−1)/l]/(2l−1) = 1/[l(2l−1)].

This is 1/15 for an f shell. Both core levels can now reach the holes, but the lower-j core level takes most of the intensity.

## Example: Eu³⁺ with no magnetic moment

Take a free Eu³⁺ ion with configuration 4f⁶ and its M₅ and M₄ edges, where a 3d electron enters the 4f shell. The M₅ hole has j = 5/2 and the M₄ hole has j = 3/2. We use pure LS coupling, leaving out the admixture of other terms by spin-orbit coupling, and we neglect core-valence mixing.

Hund's first rule selects S = 3. Six parallel spins leave one of the seven orbitals empty, so L = 3 and the term is 7F. Its stretched state has spin-up electrons in m = 3, 2, 1, 0, −1, −2, whose sum is 3. Within this term, Σ l·s is proportional to L·S by the Wigner–Eckart theorem applied to orbit and spin. In the stretched state

⟨Σ l·s⟩ = (1/2)·3 = 3/2, ⟨L·S⟩ = 3·3 = 9,

because the ladder terms have no diagonal contribution. The factor is therefore 1/6, and

⟨Σ l·s⟩ = (1/6)·[J(J+1)−12−12]/2 = [J(J+1)−24]/12.

For ζ > 0 the lowest level is J = 0, with ⟨Σ l·s⟩ = −2. A J = 0 state has no preferred direction, so both vector moments vanish. The four moments are

w000 = 6
w011 = 0
w101 = 0
w110 = 2(−2)/3 = −1.3333.

The spin-orbit energy in this state is −2ζ. The subshell populations satisfy

n₊+n₋ = 6, n₊−(4/3)n₋ = −4/3.

Subtraction gives (7/3)n₋ = 22/3. Thus n₋ = 3.1429 and n₊ = 2.8571. The j = 5/2 subshell is slightly more than half full, while the larger j = 7/2 subshell is less than half full.

There are n_h = 8 holes and A = 3/7. In units of the squared radial integral,

I(M₅) = (3/35)[3·8+2·(4/3)] = 2.2857
I(M₄) = (3/35)·2·[8−4/3] = 1.1429.

The branching ratio is

B = 2.2857/(2.2857+1.1429) = 0.6667,

above the statistical value 0.6. The intensity ratio M₅/M₄ is 2 instead of 3/2. Within this model the excess shows that spin and orbital motion are correlated electron by electron, although neither has a net moment.

These numbers describe the pure LS state, not the real ion. Spin-orbit coupling admixes other terms, and this changes ⟨Σ l·s⟩ linearly in the mixing amplitude. With 4f Slater integrals at 70–80% of typical Hartree–Fock values and ζ ≈ 0.17 eV, the J = 0 level has w110 ≈ −3, n₋ ≈ 3.8–3.9 and B ≈ 0.75 from the rule. The 3d–4f interaction then lowers B by about 0.02.

## A magnetic state and the role of polarization

The stretched state J = 6, M = 6 of the same term has a different set of moments:

w011_z = 2·3 = 6
w101_z = 3/3 = 1
w110 = 2(3/2)/3 = 1.

The polarization-averaged ratio is now

B = 3/5 − (2/5)(1/8) = 0.55.

The positive w110 lowers B below its statistical value. In pure LS coupling and without core mixing, the sign of B−3/5 thus distinguishes these two spin-orbit alignments. In the real ion the admixture of other terms, with the parameters quoted above, brings w110 of the J = 6 level to about zero (−0.03 to −0.12). B still comes out near 0.55–0.56 there, but the shift is caused by the edge mixing discussed below and not by a positive w110.

With light polarized along z alone, this state gives B = 0.60. To see why, note that D_z preserves m and cannot reach the spin-up hole at m = −3 from a d shell. The other holes are the seven spin-down orbitals. Their strength is proportional to 9−m², and the M₅ fraction for a spin-down core electron is (3−m)/5. The part odd in m cancels in the sum, leaving 3/5. This polarization has missed the spin-orbit moment, so for an oriented state a single polarization cannot in general replace the average. For J = 0 all polarizations are equivalent, and z polarization also gives 0.6667.

## When the edges mix

The rule assigns each final state to one core level. Exchange between the core hole and the valence electron can mix those levels. A small model isolates this effect. Take an empty f shell, for which w110 = 0, and neglect valence spin-orbit coupling. For each polarization the dipole operator creates the normalized state

|u⟩ = √(3/5)|5/2⟩ + √(2/5)|3/2⟩,

where the labels give the core-hole j. Let the j = 3/2 hole cost an extra energy Δ > 0, and represent the repulsive dipole part of exchange by κ|u⟩⟨u| with κ ≥ 0. For a 3d hole and a 4f electron this is the G¹ Slater term up to a constant, with κ = 2G¹. Other parts of the core-valence interaction are omitted. In the basis |5/2⟩, |3/2⟩ the Hamiltonian has diagonal elements 3κ/5 and Δ+2κ/5, and off-diagonal element √6 κ/5. Its trace and determinant are

trace = Δ+κ
determinant = (3κ/5)(Δ+2κ/5) − 6κ²/25 = 3κΔ/5.

The eigenvalues are therefore

E_± = (Δ+κ±R)/2, R² = (Δ+κ)² − 12κΔ/5.

Let B be the weight of |u⟩ in the lower state. The mean energy of |u⟩ is κ+2Δ/5, and it also equals B E_− + (1−B)E_+ = E_+−BR. Solving for B gives

B = 1/2 + (Δ/5−κ)/(2R).

At κ = 0 this is 3/5, as the rule requires. To first order in κ/Δ, R = Δ−κ/5 and

B = 3/5 − 12κ/(25Δ).

The full formula gives:

- κ/Δ = 0.05: B = 0.5757
- κ/Δ = 0.10: B = 0.5508
- κ/Δ = 0.20: B = 0.5000

Exchange moves intensity to the upper edge while w110 remains zero. These ratios are smaller than in a real empty-f ion. For La³⁺, with Δ ≈ 17 eV and a reduced G¹ of 3–4 eV, κ/Δ is about 0.4, and the full 3d–4f interaction gives B ≈ 0.41–0.44. The direct F² and F⁴ terms alone would shift B the other way, to about 0.63. If the unmixed rule were applied to the second value, it would return

w110 = 14(3−5·0.5508)/2 ≈ 1.7,

which is entirely an effect of mixing. To first order the false moment is 14·5·[12κ/(25Δ)]/2 = 16.8κ/Δ, so it remains sizable even when Δ is ten times κ. The omitted non-spherical parts of the core-valence interaction do not commute with l_c·s and can mix the core levels as well. A shift of B from its statistical value can be read as a spin-orbit moment only when the shift caused by all such mixing is small compared with it, or after the mixing has been calculated and removed.

The other conditions also matter in a measurement. Transitions into shells other than l must be subtracted, the integration must cover each edge completely, and a difference between the radial integrals of the two core levels would change B even without a spin-orbit moment.
